# Basis and Limits of the Effective-Heat-of-Formation Rule for Silicides: a program that tests the result

```python
# Result under test: a closed packet with Si fraction x that forms only one
# compound (Si fraction c, enthalpy h < 0 per mole of atoms) releases at most
# |H'|, H' = h*min(x/c, (1-x)/(1-c)).  The program also tests where ranking
# compounds by H' departs from equilibrium, nucleation and kinetics.
# Enthalpies: kJ per mole of atoms; pure solid elements M and Si are at zero.
import numpy as np
from scipy.optimize import linprog, brentq, minimize_scalar
from scipy.integrate import solve_ivp
from scipy import constants as const

R = const.R / 1000.0                       # kJ/(mol K)
TO_EV = 1000.0 / (const.N_A * const.e)     # kJ/mol -> eV/atom
T = 600.0
x_eff = 0.46
names = ["M2Si", "MSi", "MSi2"]
compounds = [(1/3, -48.0), (1/2, -43.0), (2/3, -30.0)]


def extent(x, c):
    return min(x / c, (1 - x) / (1 - c))


def effective_heat(x, compound):
    c, h = compound
    return h * extent(x, c)


def minimum_enthalpy(x, allowed):
    """Minimize enthalpy over amounts of elements and allowed compounds."""
    phases = [(0.0, 0.0), (1.0, 0.0)] + list(allowed)
    c = np.array([p[0] for p in phases])
    h = np.array([p[1] for p in phases])
    result = linprog(h, A_eq=np.array([1 - c, c]), b_eq=[1 - x, x],
                     bounds=(0, None), method="highs")
    assert result.success
    return result.fun


def winner(x, candidates):
    return int(np.argmin([effective_heat(x, p) for p in candidates]))


def switch_composition(left, right):
    a = -left[1] / (1 - left[0])
    b = -right[1] / right[0]
    return a / (a + b)


# Mass-balance formula against constrained minimization.
for x in (0.08, 0.31, x_eff, 0.59, 0.87):
    for p in compounds:
        assert abs(minimum_enthalpy(x, [p]) - effective_heat(x, p)) < 1e-7
    assert minimum_enthalpy(x, compounds) <= min(
        effective_heat(x, p) for p in compounds) + 1e-8

# Stable compounds and their winning windows in random systems.
rng = np.random.default_rng(12)
stable_checked = 0
boundaries_checked = 0
for _ in range(40):
    comps = np.sort(rng.uniform(0.1, 0.9, 4))
    trial = [(c, -60 * np.sqrt(c * (1-c)) * rng.uniform(0.7, 1.3))
             for c in comps]
    stable = []
    for i, p in enumerate(trial):
        others = trial[:i] + trial[i+1:]
        if p[1] < minimum_enthalpy(p[0], others) - 1e-6:
            assert winner(p[0], trial) == i
            stable.append(p)
            stable_checked += 1
    cuts = [switch_composition(p, q) for p, q in zip(stable, stable[1:])]
    boundaries_checked += len(cuts)
    for x in np.linspace(0.01, 0.99, 197):
        if all(abs(x - cut) > 1e-8 for cut in cuts):
            assert winner(x, stable) == sum(x > cut for cut in cuts)
assert stable_checked > 40 and boundaries_checked > 10

# Window limits of the example from independently minimized enthalpies.
cuts = []
for left, right in zip(compounds, compounds[1:]):
    root = brentq(lambda x: minimum_enthalpy(x, [left])
                  - minimum_enthalpy(x, [right]), left[0], right[0])
    assert abs(root - switch_composition(left, right)) < 1e-7
    cuts.append(root)

heats = [minimum_enthalpy(x_eff, [p]) for p in compounds]
hull = minimum_enthalpy(x_eff, compounds)
margin = heats[0] - heats[1]
assert margin > 0 and winner(x_eff, compounds) == 1

# An unstable compound that nevertheless wins the ranking.
unstable = (0.4, -45.0)
above_hull = unstable[1] - minimum_enthalpy(unstable[0], compounds)
unstable_heat = minimum_enthalpy(x_eff, [unstable])
assert above_hull > 0 and unstable_heat < min(heats)

# Correction to M2Si that produces a tie; effect of an assumed entropy.
tie_shift = margin / extent(x_eff, compounds[0][0])
tied = (compounds[0][0], compounds[0][1] - tie_shift)
assert abs(minimum_enthalpy(x_eff, [tied]) - heats[1]) < 1e-7
entropy_difference = 2.0                   # J/(mol atoms K), favours M2Si
entropy_shift = T * entropy_difference / 1000
shifted = (compounds[0][0], compounds[0][1] - entropy_shift)
assert minimum_enthalpy(x_eff, [shifted]) < heats[1]
h_error = 2.0
error_cuts = [switch_composition((1/3, -48.0 + s*h_error), compounds[1])
              for s in (1, -1)]
assert error_cuts[0] < x_eff < error_cuts[1]

# Thin-film interface penalty, MSi relative to M2Si.
V = 7.0e-6                                # m^3 per mole of atoms
interface_difference = 0.5                # J/m^2
thickness = (extent(x_eff, 0.5) * V * interface_difference
             / (1000 * margin))
for scale in (0.5, 2.0):
    product_volume = -heats[1] / 43.0 * V
    area = product_volume / (scale * thickness)
    total = heats[1] + area * interface_difference / 1000
    assert (total > heats[0]) == (scale < 1)

# Equal-biaxial elastic energy: integrate stress over strain.
stress, young, poisson = 1e9, 200e9, 0.3
modulus = young / (1 - poisson)
strain = np.linspace(0, stress / modulus, 2001)
elastic = 2 * np.trapezoid(modulus * strain, strain) * V / 1000 \
    if hasattr(np, "trapezoid") else \
    2 * np.trapz(modulus * strain, strain) * V / 1000
assert abs(elastic - stress**2 * (1-poisson) / young * V / 1000) < 1e-8

# Nucleation from a mixed interlayer: remove a small explicit amount.
omega = -100.0


def mixed_energy(x):
    return omega*x*(1-x) + R*T*(x*np.log(x) + (1-x)*np.log(1-x))


slope = omega*(1-2*x_eff) + R*T*np.log(x_eff/(1-x_eff))
drives = []
removed = 1e-5
for c, h in compounds:
    drive = mixed_energy(x_eff) + (c-x_eff)*slope - h
    x_after = (x_eff - removed*c) / (1-removed)
    change = ((1-removed)*mixed_energy(x_after) + removed*h
              - mixed_energy(x_eff))
    assert abs(-change/removed - drive) < 1e-3
    drives.append(drive)
assert drives[0] > drives[1]
assert mixed_energy(x_eff) > hull

# Late conversion MSi + Si -> MSi2, per mole of product atoms.
late_release = -(3*compounds[2][1] - 2*compounds[1][1]) / 3
x_late = 0.70
late_heats = [minimum_enthalpy(x_late, [p]) for p in compounds]
late_gap = late_heats[1] - late_heats[2]
assert abs(late_gap - extent(x_late, 2/3)*late_release) < 1e-7
sigma = 0.3
volume_drive = 1000 * late_release / V
radius = 2*sigma / volume_drive
barrier = 16*np.pi*sigma**3 / (3*volume_drive**2)


def nucleus_energy_ev(r_nm):
    r = r_nm * 1e-9
    return (4*np.pi*r**2*sigma - 4*np.pi*r**3*volume_drive/3) / const.e


peak = minimize_scalar(lambda r: -nucleus_energy_ev(r),
                       bounds=(0.01, 3*radius*1e9), method="bounded")
assert abs(peak.x - radius*1e9) < 1e-3
assert abs(-peak.fun - barrier/const.e) < 1e-4
late_entropy = 1000 * late_release / T

# Parallel kinetic routes; M2Si has the lower activation barrier.
barrier_difference = 0.1
kT_ev = const.k*T/const.e
slow_rate = np.exp(-barrier_difference/kT_ev)
kinetics = solve_ivp(lambda t, y: [-(1+slow_rate)*y[0], y[0],
                                 slow_rate*y[0]],
                    (0, 8), [1, 0, 0], rtol=1e-9, atol=1e-12)
yield_ratio = kinetics.y[1, -1] / kinetics.y[2, -1]
assert abs(yield_ratio - np.exp(barrier_difference/kT_ev)) < 1e-5

print(f"Packet Si fraction: {x_eff:.2f}; temperature: {T:.0f} K")
print("Enthalpies below: kJ per mole of atoms")
for name, p, value in zip(names, compounds, heats):
    print(f"{name}: c={p[0]:.4f}, h={p[1]:.1f}, "
          f"product fraction={extent(x_eff, p[0]):.4f}")
    print(f"  H'={value:.2f} kJ/mol = {value*TO_EV:.4f} eV/atom")
print(f"MSi advantage over M2Si: {margin:.2f} kJ/mol"
      f" = {margin*TO_EV:.4f} eV/atom")
print(f"Equilibrium enthalpy: {hull:.2f} kJ/mol")
print(f"Best H' above equilibrium: {min(heats)-hull:.2f} kJ/mol")
print(f"M2Si/MSi switch at Si fraction: {cuts[0]:.4f}")
print(f"MSi/MSi2 switch at Si fraction: {cuts[1]:.4f}")
print(f"Unstable M3Si2: c={unstable[0]:.2f}, h={unstable[1]:.1f} kJ/mol")
print(f"  above hull: {above_hull:.2f} kJ/mol")
print(f"  H' at chosen composition: {unstable_heat:.2f} kJ/mol")
print(f"M2Si enthalpy shift for tie: {-tie_shift:.2f} kJ/mol")
print(f"Assumed M2Si enthalpy error: +/-{h_error:.1f} kJ/mol")
print(f"  switch range: {error_cuts[0]:.4f} to {error_cuts[1]:.4f}")
print(f"Assumed entropy difference: {entropy_difference:.1f} J/(mol K)")
print(f"  free-energy shift: {-entropy_shift:.2f} kJ/mol")
print(f"Atomic molar volume: {V*1e6:.1f} cm3/mol")
print(f"Extra MSi interface energy: {interface_difference:.1f} J/m2")
print(f"  ranking reverses below thickness: {thickness*1e9:.2f} nm")
print(f"Film stress: {stress/1e9:.1f} GPa; Young modulus: "
      f"{young/1e9:.0f} GPa")
print(f"Poisson ratio: {poisson:.1f}; elastic energy: {elastic:.4f} kJ/mol")
print(f"Interlayer mixing parameter: {omega:.0f} kJ/mol")
print(f"Interlayer free energy: {mixed_energy(x_eff):.2f} kJ/mol")
print(f"Interlayer free-energy slope: {slope:.2f} kJ/mol")
for name, drive in zip(names, drives):
    print(f"{name} nucleation driving force: {drive:.2f} kJ/mol")
print(f"Late-stage packet Si fraction: {x_late:.2f}")
print(f"  H' for MSi, MSi2: {late_heats[1]:.2f}, "
      f"{late_heats[2]:.2f} kJ/mol")
print(f"  difference of H': {late_gap:.2f} kJ/mol")
print(f"MSi + Si -> MSi2 release: {late_release:.3f} kJ/mol product atoms")
print(f"  entropy change cancelling it: {-late_entropy:.2f} J/(mol K)")
print(f"Nucleus interface energy: {sigma:.1f} J/m2")
print(f"  critical radius: {radius*1e9:.2f} nm")
print(f"  homogeneous barrier: {barrier/const.e:.1f} eV")
print(f"Thermal energy kT: {kT_ev:.4f} eV")
print(f"Kinetic barrier difference: {barrier_difference:.1f} eV")
print(f"  M2Si/MSi yield ratio: {yield_ratio:.2f}")
print("OK")
```

Output:

```
Packet Si fraction: 0.46; temperature: 600 K
Enthalpies below: kJ per mole of atoms
M2Si: c=0.3333, h=-48.0, product fraction=0.8100
  H'=-38.88 kJ/mol = -0.4030 eV/atom
MSi: c=0.5000, h=-43.0, product fraction=0.9200
  H'=-39.56 kJ/mol = -0.4100 eV/atom
MSi2: c=0.6667, h=-30.0, product fraction=0.6900
  H'=-20.70 kJ/mol = -0.2145 eV/atom
MSi advantage over M2Si: 0.68 kJ/mol = 0.0070 eV/atom
Equilibrium enthalpy: -44.20 kJ/mol
Best H' above equilibrium: 4.64 kJ/mol
M2Si/MSi switch at Si fraction: 0.4557
MSi/MSi2 switch at Si fraction: 0.6565
Unstable M3Si2: c=0.40, h=-45.0 kJ/mol
  above hull: 1.00 kJ/mol
  H' at chosen composition: -40.50 kJ/mol
M2Si enthalpy shift for tie: -0.84 kJ/mol
Assumed M2Si enthalpy error: +/-2.0 kJ/mol
  switch range: 0.4452 to 0.4658
Assumed entropy difference: 2.0 J/(mol K)
  free-energy shift: -1.20 kJ/mol
Atomic molar volume: 7.0 cm3/mol
Extra MSi interface energy: 0.5 J/m2
  ranking reverses below thickness: 4.74 nm
Film stress: 1.0 GPa; Young modulus: 200 GPa
Poisson ratio: 0.3; elastic energy: 0.0245 kJ/mol
Interlayer mixing parameter: -100 kJ/mol
Interlayer free energy: -28.28 kJ/mol
Interlayer free-energy slope: -8.80 kJ/mol
M2Si nucleation driving force: 20.83 kJ/mol
MSi nucleation driving force: 14.37 kJ/mol
MSi2 nucleation driving force: -0.10 kJ/mol
Late-stage packet Si fraction: 0.70
  H' for MSi, MSi2: -25.80, -27.00 kJ/mol
  difference of H': 1.20 kJ/mol
MSi + Si -> MSi2 release: 1.333 kJ/mol product atoms
  entropy change cancelling it: -2.22 J/(mol K)
Nucleus interface energy: 0.3 J/m2
  critical radius: 3.15 nm
  homogeneous barrier: 77.8 eV
Thermal energy kT: 0.0517 eV
Kinetic barrier difference: 0.1 eV
  M2Si/MSi yield ratio: 6.92
OK
```
